**Optimum density and break-even in semiconductor laser cooling**

For constant coefficients, the cooling efficiency is greatest at carrier density $N_0=\sqrt{A/C}$, and cooling is possible if and only if $\eta_e(\eta_{\rm abs}\omega_f/\omega-1)>s(1-\eta_e)+2\sqrt{AC}/B$. Here $A$, $B$ and $C$ are the defect, radiative and Auger coefficients, $\eta_e$ is the escaping fraction of emitted photons, $s$ is the parasitically absorbed share of trapped photons, and $\eta_{\rm abs}$ is the fraction of absorbed pump power that creates carriers. The pump photon energy is $\hbar\omega$ and the mean energy of escaping photons is $\hbar\omega_f$. The program follows carriers and photons to their final fate with a Markov chain and asserts that numerical maxima and roots agree with the formulas for the optimum, the break-even values and the cooling window. A separate energy balance tests the optimum under varying pump rate and the density of greatest cooling power. For the model parameters the output shows a best efficiency of 0.73 % at $5.0\times10^{16}\ \mathrm{cm^{-3}}$ and a break-even extraction efficiency of 0.115. It also shows heating at every density for $\eta_e=0.10$, and a lower optimum density when band filling is included.

## Numerical verification

```python
"""Optical refrigeration of a semiconductor: optimum density and break-even.

Result under test: with density-independent coefficients the cooling efficiency
(heat removed / total pump power absorbed) is greatest at N0 = sqrt(A/C), and
cooling is possible at some density if and only if
  eta_e*(eta_abs*E_lum/E_pump - 1) > s*(1-eta_e) + 2*sqrt(A*C)/B.

N        electron density = hole density (cm^-3)
A, B, C  defect, radiative and Auger coefficients (1/s, cm^3/s, cm^6/s)
eta_e    fraction of internally emitted photons that finally escape
s        share of the trapped photons that is absorbed parasitically
eta_abs  fraction of absorbed pump power that creates carriers
E_pump, E_lum  pump photon energy, mean energy of escaping photons (eV)
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

model = dict(A=1.0e4, B=4.0e-10, C=4.0e-30, eta_e=0.20, s=0.001,
             eta_abs=0.995, E_pump=1.400, E_lum=1.430)


# ---------- road 1: follow carriers and photons to their final fate ----------
def escape_probability(N, p):
    """Chance that one pumped carrier pair ends as an escaped photon."""
    nonrad = p["A"] * N + p["C"] * N**3
    rad = p["B"] * N**2
    trapped = 1 - p["eta_e"]
    # A photon survives 90 % of its passes; the rest splits among three fates.
    ends = 0.1
    # transient states: carrier pair, photon in flight
    transient = np.array([[0.0, rad / (rad + nonrad)],
                          [ends * trapped * (1 - p["s"]), 1 - ends]])
    # final states: escaped, heat from carriers, heat from parasitic absorption
    final = np.array([[0.0, nonrad / (rad + nonrad), 0.0],
                      [ends * p["eta_e"], 0.0, ends * trapped * p["s"]]])
    fate = np.linalg.solve(np.eye(2) - transient, final)
    assert abs(fate[0].sum() - 1) < 1e-11
    return fate[0, 0]


def efficiency(N, p):
    return p["eta_abs"] * escape_probability(N, p) * p["E_lum"] / p["E_pump"] - 1


def maximize(function, low, high):
    """Maximum of function(x) for x between low and high, on a log scale."""
    found = minimize_scalar(lambda u: -function(np.exp(u)), method="bounded",
                            bounds=(np.log(low), np.log(high)),
                            options={"xatol": 1e-9, "maxiter": 500})
    return np.exp(found.x), -found.fun


def log_root(function, low, high):
    return np.exp(brentq(lambda u: function(np.exp(u)),
                         np.log(low), np.log(high), xtol=1e-12))


def best(p):
    return maximize(lambda N: efficiency(N, p), 1e13, 1e20)


# ---------- road 2: rate equation and energy ledger ----------
def net_loss(N, p):
    """Carrier loss minus regeneration by reabsorbed luminescence."""
    emitted = p["B"] * N**2
    regenerated = (1 - p["eta_e"]) * (1 - p["s"]) * emitted
    return p["A"] * N + emitted + p["C"] * N**3 - regenerated


def ledger(N, p):
    """Power absorbed from the pump and power escaping, in eV/cm^3/s."""
    absorbed = p["E_pump"] * net_loss(N, p) / p["eta_abs"]
    escaping = p["E_lum"] * p["eta_e"] * p["B"] * N**2
    return absorbed, escaping


def density_at_pump(rate, p):
    return log_root(lambda N: net_loss(N, p) / rate - 1, 1e11, 1e21)


def efficiency_at_pump(rate, p):
    absorbed, escaping = ledger(density_at_pump(rate, p), p)
    return escaping / absorbed - 1


def cooling_power(N, p):
    absorbed, escaping = ledger(N, p)
    return escaping - absorbed


# ---------- derived formulas ----------
def theta(p):
    return p["eta_abs"] * p["E_lum"] / p["E_pump"] - 1


def margin(p):
    return p["eta_e"] * theta(p) - p["s"] * (1 - p["eta_e"])


def largest_A(p):
    return (p["B"] * margin(p))**2 / (4 * p["C"])


A, B, C = model["A"], model["B"], model["C"]
eta_e, s = model["eta_e"], model["s"]
N0 = np.sqrt(A / C)
loss_ratio = 2 * np.sqrt(A * C) / B
D = eta_e + s * (1 - eta_e)
ext_max = eta_e / (D + loss_ratio)
eff_max = (1 + theta(model)) * ext_max - 1
eta_e_min = (s + loss_ratio) / (theta(model) + s)
BD = B * margin(model)
half_width = np.sqrt(BD**2 - 4 * A * C)
N_low, N_high = (BD - half_width) / (2 * C), (BD + half_width) / (2 * C)
N_power = (BD + np.sqrt(BD**2 - 3 * A * C)) / (3 * C)

# External efficiency formula against the fate calculation, many densities
for N in np.logspace(14, 19, 11):
    formula = eta_e / (D + (A / N + C * N) / B)
    assert abs(escape_probability(N, model) / formula - 1) < 1e-10

# Optimum density and efficiency, for several extraction efficiencies
for value in (0.05, 0.20, 0.70):
    N_found, _ = best(dict(model, eta_e=value))
    assert abs(N_found / N0 - 1) < 1e-4
N_best, eff_best = best(model)
assert abs(eff_best - eff_max) < 1e-10

# The same optimum when the pump rate, not the density, is varied
rate_best, eff_rate = maximize(lambda g: efficiency_at_pump(g, model), 1e18, 1e28)
assert abs(density_at_pump(rate_best, model) / N0 - 1) < 1e-3
assert abs(eff_rate - eff_max) < 1e-9

# Break-even coefficient A, full and ideal case
ideal = dict(model, s=0.0, eta_abs=1.0)
for case in (model, ideal):
    A_root = log_root(lambda a: best(dict(case, A=a))[1], 1e2, 1e7)
    assert abs(A_root / largest_A(case) - 1) < 1e-6

# Break-even extraction efficiency, and failure below it
eta_root = log_root(lambda x: best(dict(model, eta_e=x))[1], 0.02, 0.9)
assert abs(eta_root / eta_e_min - 1) < 1e-6
poor = dict(model, eta_e=0.10)
eff_poor = best(poor)[1]
assert poor["eta_e"] < eta_e_min and eff_poor < 0

# Edges of the cooling window
low_root = log_root(lambda N: efficiency(N, model), 1e14, N_best)
high_root = log_root(lambda N: efficiency(N, model), N_best, 1e19)
assert abs(low_root / N_low - 1) < 1e-7
assert abs(high_root / N_high - 1) < 1e-7
assert abs(low_root * high_root / N0**2 - 1) < 1e-7

# Symmetry of the efficiency about the optimum on a log scale
eff_tenth, eff_ten = efficiency(N0 / 10, model), efficiency(N0 * 10, model)
assert abs(eff_tenth - eff_ten) < 1e-10

# Greatest cooling power lies at a higher density than greatest efficiency
N_p, power_max = maximize(lambda N: cooling_power(N, model), low_root, high_root)
assert abs(N_p / N_power - 1) < 1e-4 and N_p > N0
power_N0 = cooling_power(N0, model)
near = dict(model, A=0.999999 * largest_A(model))
edge_low = log_root(lambda N: efficiency(N, near), 1e14, np.sqrt(near["A"] / C))
edge_high = log_root(lambda N: efficiency(N, near), np.sqrt(near["A"] / C), 1e19)
N_near, _ = maximize(lambda N: cooling_power(N, near), edge_low, edge_high)
assert abs(N_near / np.sqrt(near["A"] / C) - 1) < 2e-3

# Band filling: interband absorption falls linearly to zero at N_transparent
N_transparent = 1.0e18
background = 1 / model["eta_abs"] - 1      # background / unfilled absorption


def efficiency_filling(N):
    interband = 1 - N / N_transparent
    return efficiency(N, dict(model, eta_abs=interband / (interband + background)))


N_fill, eff_fill = maximize(efficiency_filling, 1e14, 0.99 * N_transparent)
assert N_fill < 0.99 * N0 and eff_fill < eff_max

erg = constants.e * 1e7                    # erg per eV
kT = constants.k * 300 / constants.e
print(f"A = {A:.3e} s^-1")
print(f"B = {B:.3e} cm^3 s^-1")
print(f"C = {C:.3e} cm^6 s^-1")
print(f"Pump photon energy = {model['E_pump']:.3f} eV")
print(f"Mean escaping photon energy = {model['E_lum']:.3f} eV")
print(f"Mean energy gain per photon = {model['E_lum'] - model['E_pump']:.3f} eV")
print(f"kT at 300 K = {kT:.5f} eV")
print(f"eta_e = {eta_e:.3f} (dimensionless)")
print(f"s = {s:.4f} (dimensionless)")
print(f"eta_abs = {model['eta_abs']:.4f} (dimensionless)")
print(f"D = {D:.5f} (dimensionless)")
print(f"2 sqrt(AC)/B = {loss_ratio:.6f} (dimensionless)")
print(f"theta = {theta(model):.6f} (dimensionless)")
print(f"Delta = {margin(model):.7f} (dimensionless)")
print(f"Optimum density, formula = {N0:.5e} cm^-3")
print(f"Optimum density, numerical = {N_best:.5e} cm^-3")
print(f"Internal radiative fraction at optimum = {1/(1+loss_ratio):.6f}")
print(f"External efficiency at optimum = {ext_max:.6f}")
print(f"External efficiency needed = {1/(1+theta(model)):.6f}")
print(f"Greatest cooling efficiency, formula = {100*eff_max:.4f} %")
print(f"Greatest cooling efficiency, numerical = {100*eff_best:.4f} %")
print(f"Cooling efficiency at N0/10 = {100*eff_tenth:.4f} %")
print(f"Cooling efficiency at 10 N0 = {100*eff_ten:.4f} %")
print(f"Break-even A, formula = {largest_A(model):.4e} s^-1")
print(f"Break-even A, ideal (s=0, eta_abs=1) = {largest_A(ideal):.4e} s^-1")
print(f"Break-even eta_e, formula = {eta_e_min:.5f} (dimensionless)")
print(f"Break-even eta_e, numerical = {eta_root:.5f} (dimensionless)")
print(f"Best efficiency with eta_e = {poor['eta_e']:.2f}: {100*eff_poor:.4f} %")
print(f"Cooling window, lower edge = {N_low:.4e} cm^-3")
print(f"Cooling window, upper edge = {N_high:.4e} cm^-3")
print(f"Density of greatest cooling power = {N_power:.4e} cm^-3")
print(f"Efficiency at that density = {100*efficiency(N_power, model):.4f} %")
print(f"Cooling power at N0 = {power_N0*erg:.4e} erg cm^-3 s^-1")
print(f"Cooling power at N0, converted = {power_N0*constants.e:.2f} W cm^-3")
print(f"Greatest cooling power = {power_max*erg:.4e} erg cm^-3 s^-1")
print(f"Greatest cooling power, converted = {power_max*constants.e:.1f} W cm^-3")
print(f"Band filling: transparency density = {N_transparent:.2e} cm^-3")
print(f"Band filling: optimum density = {N_fill:.4e} cm^-3")
print(f"Band filling: greatest efficiency = {100*eff_fill:.4f} %")
print("all tests passed")
```

It prints:

```
A = 1.000e+04 s^-1
B = 4.000e-10 cm^3 s^-1
C = 4.000e-30 cm^6 s^-1
Pump photon energy = 1.400 eV
Mean escaping photon energy = 1.430 eV
Mean energy gain per photon = 0.030 eV
kT at 300 K = 0.02585 eV
eta_e = 0.200 (dimensionless)
s = 0.0010 (dimensionless)
eta_abs = 0.9950 (dimensionless)
D = 0.20080 (dimensionless)
2 sqrt(AC)/B = 0.001000 (dimensionless)
theta = 0.016321 (dimensionless)
Delta = 0.0024643 (dimensionless)
Optimum density, formula = 5.00000e+16 cm^-3
Optimum density, numerical = 5.00000e+16 cm^-3
Internal radiative fraction at optimum = 0.999001
External efficiency at optimum = 0.991080
External efficiency needed = 0.983941
Greatest cooling efficiency, formula = 0.7256 %
Greatest cooling efficiency, numerical = 0.7256 %
Cooling efficiency at N0/10 = -1.2561 %
Cooling efficiency at 10 N0 = -1.2561 %
Break-even A, formula = 6.0727e+04 s^-1
Break-even A, ideal (s=0, eta_abs=1) = 1.8367e+05 s^-1
Break-even eta_e, formula = 0.11546 (dimensionless)
Break-even eta_e, numerical = 0.11546 (dimensionless)
Best efficiency with eta_e = 0.10: -0.2629 %
Cooling window, lower edge = 1.0601e+16 cm^-3
Cooling window, upper edge = 2.3583e+17 cm^-3
Density of greatest cooling power = 1.5905e+17 cm^-3
Efficiency at that density = 0.3538 %
Cooling power at N0 = 3.3010e+09 erg cm^-3 s^-1
Cooling power at N0, converted = 330.10 W cm^-3
Greatest cooling power = 1.6346e+10 erg cm^-3 s^-1
Greatest cooling power, converted = 1634.6 W cm^-3
Band filling: transparency density = 1.00e+18 cm^-3
Band filling: optimum density = 4.7433e+16 cm^-3
Band filling: greatest efficiency = 0.6998 %
all tests passed
```
